Density deficit of a copper film from its X-ray critical angle

**Problem**

A copper film is examined by X-ray reflection at grazing incidence. Its critical angle, below which reflection is total if absorption is neglected, is 0.380 degree. Bulk copper measured at the same wavelength gives 0.400 degree. Both angles are measured from the surface.

(a) Estimate the density deficit of the film by scaling.

(b) Derive the relation between critical angle and density, and find the deficit without the small-difference approximation.

(c) State what kind of density has been measured, and how far absorption, angle errors, voids and finite thickness can change the answer.

Assume at first that the film is uniform, thick enough to hide its substrate, and of the same composition as the bulk.

**First estimate by scaling**

When the X-ray frequency is far above their binding frequencies, electrons respond almost as free particles. Each then contributes equally to the departure of the refractive index from one, so at fixed wavelength this departure is proportional to the electron density n. The index is slightly below one, and a beam coming from vacuum is totally reflected up to a grazing angle θ_c at which cos θ_c equals the index. For small angles cos θ_c ≈ 1 − θ_c²/2, and therefore

θ_c² ∝ n.

A small relative change of angle then gives twice that relative change of density:

Δn/n ≈ 2 Δθ_c/θ_c = 2 × 0.020/0.400 = 0.10.

The first estimate is a deficit of 10 percent. It rests on the free response of the electrons and on a small change of angle.

**Exact solution of the lossless model**

*Response of the electrons.* In atomic units the electron has charge −1 and mass 1, and the speed of light c is the inverse fine-structure constant. In a field E = E₀ cos ωt a free electron obeys

x″ = −E.

The driven solution oscillates at ω, so x″ = −ω²x, and

x = E/ω².

The dipole moment of one electron is −x. With n electrons per unit volume the polarization is

P = −n x = −n E/ω².

In these units the permittivity is ε = 1 + 4πP/E, which gives

ε = 1 − u, with u = 4πn/ω².

The minus sign arises because the displacement of a free electron is in phase with the field, while its charge is negative.

Binding changes the result. An electron held with natural frequency ω₀ obeys x″ + ω₀²x = −E, so that

x = E/(ω² − ω₀²).

For ω₀ = 0.1 ω the amplitude exceeds the free value by the factor 1/(1 − 0.01) = 1.0101. Deeply bound electrons depart much more from free response. The two innermost electrons of copper are bound by about 9000 eV, more than the photon energy used below, so they are not nearly free. For a real atom the corrections are collected in an effective number F = Z + f′ of scattering electrons per atom, and n means the atomic density times F. For copper at a photon energy of 8050 eV, a rough value is f′ = −2.0, so F = 29 − 2.0 = 27.0.

*Reflection at the surface.* Let k = ω/c be the wavenumber in vacuum. Take the electric field parallel to the surface and normal to the plane of incidence. Inside the metal it satisfies

∇²E + εk²E = 0.

The component of the wavevector along the surface, k cos θ, is the same on both sides, because the fields must match at every point of the surface. If q is the normal component inside, the wave equation requires

k² cos²θ + q² = εk².

With ε = 1 − u and 1 − cos²θ = sin²θ this becomes

q² = k²(sin²θ − u).

The normal component outside is k_z = k sin θ. Continuity of the field and of its normal derivative reads 1 + r = t and k_z(1 − r) = q t, where r and t are the reflected and transmitted amplitudes. Eliminating t gives

r = (k_z − q)/(k_z + q).

When sin²θ < u, q is imaginary. Numerator and denominator are then complex conjugates, so |r|² = 1 and reflection is total. When sin²θ > u, q is real and positive and |r|² < 1. The critical angle therefore satisfies

sin²θ_c = u = 4πn/ω².

The combination 4πn is the square of the plasma frequency ω_p, so sin θ_c = ω_p/ω.

*The deficit.* Film and bulk are compared at the same ω. Dividing the two relations removes 4π/ω²:

n_film/n_bulk = sin²θ_film/sin²θ_bulk.

With the given angles,

n_film/n_bulk = 4.3986 × 10⁻⁵ / 4.8738 × 10⁻⁵ = 0.9025.

The electron density is lower by 9.75 percent. Since the composition is the same, F and the mass per atom also cancel, and the mass density is lower by the same fraction.

**Comparison of the two results**

Let s = Δθ_c/θ_c = 0.05. For small angles the density ratio is (1 − s)², and the deficit is

1 − (1 − s)² = 2s − s² = 0.1000 − 0.0025 = 0.0975.

The scaling estimate keeps 2s and drops s². Its excess is a quarter of a percentage point, or about 2.6 percent of the deficit itself. Replacing sines by angles matters far less. Since sin²θ ≈ θ²(1 − θ²/3), the relative change in the density ratio is about one third of the difference between the two squared angles, or 1.6 × 10⁻⁶.

The quoted angles do not support more digits. If each is rounded to the nearest 0.001 degree, the deficit lies between 9.29 and 10.21 percent. "Near 10 percent" is a fair statement of the result.

**Absolute densities**

The ratio needs no atomic data, but the absolute values do, and they show whether the reference angle is reasonable. A photon energy of 8050 eV corresponds to a wavelength of 0.1540 nm. The relation sin θ_c = ω_p/ω gives the plasma energy of the bulk,

8050 eV × √(4.8738 × 10⁻⁵) = 56.20 eV,

and 53.39 eV for the film. From n = ω² sin²θ_c/(4π), converted from atomic units, the bulk has 2291 scattering electrons per nm³ (2.291 per cubic angstrom) and the film has 2067 per nm³ (2.067 per cubic angstrom).

Dividing the bulk value by F gives 2291/27.0 = 84.9 atoms per nm³. With a molar mass of 63.55 g/mol this is a mass density of 8.95 g/cm³. The film has

0.9025 × 8.95 g/cm³ = 8.08 g/cm³.

The bulk value agrees with the rough known density of copper, 9 g/cm³. If f′ were ignored, the same angle would give a bulk density of 8.34 g/cm³. That error would cancel in the ratio.

**Absorption**

Absorption makes the permittivity complex. If f″ is the absorptive part of the atomic response, then

ε = 1 − u(1 − iη), with η = f″/F.

The rough value f″ = 0.6 gives η = 0.0222. The normal wavevector inside becomes

q = k √(sin²θ − u + iηu).

The reflectivity now falls smoothly, and the critical angle has to be read by some criterion. Define the scaled variable y = sin θ/√u. Then

k_z = k√u y, and q = k√u √(y² − 1 + iη).

The common factor k√u cancels in r, so the reflectivity depends on y and η alone. Lowering the density at fixed composition changes u but leaves η unchanged. At these small angles the whole curve is therefore compressed towards smaller angles by the factor √(n_film/n_bulk), and any feature of its shape moves by that factor.

Take the steepest fall of the reflectivity, plotted on a linear scale, as the criterion. For thick samples it lies at 0.4012 degree in the bulk and 0.3811 degree in the film. Both readings are slightly above the lossless edge, but together they still give a deficit of 9.75 percent. The criterion must be the same for both. Combining the film reading of 0.3811 degree with the lossless bulk value of 0.400 degree would give 1 − (0.3811/0.400)² = 9.2 percent.

**Angle errors**

An error in one angle enters the density with a factor of two. If the film angle alone is uncertain by 0.005 degree, the deficit may lie anywhere from 7.36 to 12.11 percent. An offset common to both measurements largely cancels: raising both angles by 0.005 degree gives 9.63 percent. Independent alignment of the two samples is thus a more serious concern than a shared error of the angular scale.

**What the deficit means**

The measurement counts scattering electrons per volume in the part of the film that the X-rays reach. Near the critical angle this is mainly the upper few tens of nanometres, so the result stands for the whole film only if the film is uniform. It does not by itself show that the film contains voids.

Suppose the film contains 5 atomic percent carbon. The conversion to mass density uses the ratio of scattering electrons to atomic mass, which differs little between this mixture and pure copper. The inferred mass deficit becomes 9.91 percent, so the mass density is hardly affected. Its interpretation can still change, because a mixture of copper and a light element may have a lower density without any voids.

If voids are the cause, let φ be their volume fraction and n_fill the electron density of whatever fills them. When the voids are fine enough to act through the mean density,

n_film = (1 − φ)n_bulk + φ n_fill.

Subtracting this from n_bulk gives n_bulk − n_film = φ(n_bulk − n_fill), and hence

φ = (1 − n_film/n_bulk)/(1 − n_fill/n_bulk).

Empty voids give φ = 9.75 percent. Filled voids of lower density than copper require a larger φ.

The size of the voids also matters. Consider a lossless, periodic stack of metal and empty layers parallel to the surface. The field along the normal obeys

−E″ + U(z)E = k_z²E,

where U = k²u_bulk in the metal and U = 0 in the voids. Total reflection ends where k_z² reaches the lowest value that permits a propagating wave in the stack. This value is the minimum of

∫(|E′|² + U|E|²)dz / ∫|E|²dz

over fields with the period of the stack. A constant trial field gives the mean of U, which is (1 − φ)k²u_bulk. The true minimum cannot lie higher, so

sin²θ_c ≤ (1 − φ)u_bulk.

The apparent deficit is therefore never less than φ in this model. For φ = 9.75 percent, a period of 2 nm gives an apparent deficit of 9.77 percent, while a period of 20 nm gives 12.18 percent. In the coarser stack the field can concentrate in the voids, which lowers the critical angle further. Rounded pores need a separate calculation.

**A film of finite thickness**

Far below the critical angle the distance over which the intensity in the film falls by a factor e approaches 1.85 nm; at 0.30 degree it is 3.0 nm. At the critical angle, with absorption included, the distance is 17.5 nm. A film 100 nm thick may therefore seem safely thick. The calculated reflectivity shows that this is not sufficient for the steepest-fall criterion.

For such a film on silicon and a perfectly collimated beam, the steepest fall lies at 0.3874 degree. Compared with the thick bulk reading of 0.4012 degree, this gives a deficit of 6.74 percent, although the film was given a density deficit of 9.75 percent. The model takes u for silicon as roughly 0.31 of the bulk copper value and uses the copper value of η in every layer. The last digits of 6.74 depend on the rough f″: values from 0.55 to 0.65 give 6.66 to 6.83 percent.

Interference between the two faces of the film accounts for the position. Without absorption, reflectivity minima occur when the film thickness d holds a whole number m of half wavelengths along the normal, qd = mπ. Using q² = k²(sin²θ − sin²θ_c), small angles and k = 2π/λ, this becomes

θ_m² = θ_c² + (mλ/2d)².

Here λ/2d = 0.1540/200 = 7.70 × 10⁻⁴ radian, or 0.0441 degree. The first two minima are near 0.3826 and 0.3901 degree. The maximum between them is near 0.385 degree, slightly below the position that m = 1.5 would give. These positions are for a lossless film; absorption weakens the fringes, and here it removes the first minimum altogether. The reading of 0.3874 degree lies where the lossless curve falls towards its second minimum, not on the edge of total reflection.

Roughness of 1 nm changes the apparent deficit only to 6.76 percent. Adding a 3 nm surface oxide, with u roughly 0.65 of the bulk copper value, changes it to 10.07 percent. This corresponds to a reading of 0.4012 × √0.8993 = 0.3805 degree, back near the true edge. The oxide has not shifted the edge by that much. The curve has several falls, and the two steepest, near 0.3805 and 0.387 degree, are nearly equal. In this rough film the oxide changes which of the two is steeper. A spread of beam angles can do the same: with a Gaussian spread of 0.005 degree (full width at half maximum), the film without oxide also gives a reading near 0.381 degree, while a Gaussian spread of 0.002 degree leaves it near 0.387 degree. The closeness of 10.07 to 9.75 percent is therefore no sign that the criterion is reliable. For a film like this one, the critical angle should come from a fit of the whole reflectivity curve with a layer model, not from its steepest point.

**Relation to a real interconnect film**

The photon energy is close to that of the copper K-alpha X-ray line, and a thickness of 100 nm is reasonable for an interconnect test film. The atomic and layer parameters are rough typical values. A deficit near 10 percent would be large for a well-consolidated copper film and would call for a check of alignment, composition and porosity. A real film may lie on liner and barrier layers, which the calculation omits. For the 100 nm film on silicon without oxide, measured with a perfectly collimated beam, treating the film as unlimited in thickness and using the steepest-fall criterion moves the inferred deficit by about three percentage points. This shift depends strongly on thickness: the same criterion gives an apparent deficit of 4.5 percent at 80 nm, 8.1 percent at 120 nm and 9.5 percent at 150 nm. An error of 0.005 degree in one angle moves it by up to about 2.4 points, and opposite errors of that size in both angles move it by up to about 4.7 points. The values calculated by the program appear in the numerical output below.

**Answer**

Under the stated assumptions the scattering-electron density, and with it the mass density, is 9.75 percent below the bulk value. The scaling estimate of 10 percent differs from this by less than the uncertainty from rounding the two angles.

Numbers as computed

```
Critical angle, bulk and film: 0.400, 0.380 degree
Photon energy: 8050 eV
Wavelength: 0.1540 nm
Rough f', f'': -2.0, 0.6 electrons per atom
Scattering electrons per atom F: 27.0
Molar mass used: 63.55 g/mol
sin^2 of angle, bulk: 4.8738e-05
sin^2 of angle, film: 4.3986e-05
Index decrement, bulk: 2.437e-05
Index decrement, film: 2.199e-05
Plasma energy, bulk: 56.20 eV
Plasma energy, film: 53.39 eV
Density ratio film/bulk: 0.90250
Density deficit: 9.750 percent
Small-angle deficit: 9.750 percent
First-order deficit: 10.00 percent
Electron density, bulk: 2291 per nm^3
Electron density, film: 2067 per nm^3
Same, bulk: 2.291 per cubic angstrom
Same, film: 2.067 per cubic angstrom
Mass density, bulk: 8.95 g/cm^3
Mass density, film: 8.08 g/cm^3
Bulk density if f' is ignored: 8.34 g/cm^3
Binding/drive frequency in motion test: 0.1
Driven amplitude / free amplitude: 1.01010
Lossless edge found, bulk: 0.40000 degree
Lossless edge found, film: 0.38000 degree
Absorption ratio f''/F: 0.0222
Steepest fall with absorption, bulk: 0.4012 degree
Steepest fall with absorption, film: 0.3811 degree
Deficit from these readings: 9.75 percent
Depth in film far below edge: 1.85 nm
Depth in film at edge, with absorption: 17.5 nm
Film thickness, roughness, oxide: 100, 1, 3 nm
1-permittivity relative to Cu, Si: 0.31
1-permittivity relative to Cu, oxide: 0.65
Reading, finite film on Si: 0.3874 degree
Deficit, finite film on Si: 6.74 percent
Deficit, roughness added: 6.76 percent
Deficit, oxide also added: 10.07 percent
Film angle error considered: 0.005 degree
Deficit range from it: 7.36 to 12.11 percent
Deficit if both angles shift up by it: 9.63 percent
Rounding half-width of each angle: 0.0005 degree
Deficit range from rounding: 9.29 to 10.21 percent
Carbon content considered: 5 atomic percent
Mass deficit with carbon: 9.91 percent
Apparent deficit, 2 nm void period: 9.771 percent
Apparent deficit, 20 nm void period: 12.18 percent
```
